# Divacancies and monovacancies in hot silicon: counting bond orientations: verification in Python

```python
# Result under test: for dilute vacancies in the diamond lattice of silicon,
#     c2/c1 = 2 * c1 * exp(Gb/kT)
# c1: isolated monovacancies per site; c2: nearest-neighbour divacancies per site
# Gb: binding free energy for one given bond (orientation entropy excluded)
# K = exp(Gb/kT). Independent road: explicit lattice and sum over configurations
# with at most three vacancies (the dilute, possibly metastable, branch).
import itertools
import numpy as np
from scipy import constants as const

temperature = 1300.0             # K
c1 = 1.0e-9                      # isolated monovacancies per site
binding = 1.6                    # eV
k_ev = const.k / const.e         # eV/K
kT = k_ev * temperature
K = np.exp(binding / kT)
ratio = 2.0 * c1 * K

# Periodic diamond lattice, 2 x 2 x 2 cubic cells, coordinates in a/4
period = 8
fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
sites = []
for cell in itertools.product((0, 4), repeat=3):
    for base in fcc:
        for shift in (0, 1):
            sites.append(np.array(cell) + np.array(base) + shift)
sites = np.array(sites) % period
N = len(sites)
delta = sites[None, :, :] - sites[:, None, :]
delta = (delta + period // 2) % period - period // 2
dist2 = np.sum(delta**2, axis=2)
adjacent = dist2 == 3
bonds = np.argwhere(np.triu(adjacent))
bonds_per_site = len(bonds) / N
second_per_site = np.count_nonzero(np.triu(dist2 == 8)) / N

# A bond axis is the same for a vector and its negative
axis_counts = {}
for i, j in bonds:
    v = tuple(int(x) for x in delta[i, j])
    axis = max(v, tuple(-x for x in v))
    axis_counts[axis] = axis_counts.get(axis, 0) + 1
assert N == 64 and np.all(adjacent.sum(axis=1) == 4)
assert bonds_per_site == 2.0
assert len(axis_counts) == 4
assert all(count == N // 2 for count in axis_counts.values())
assert second_per_site == 6.0

# Sites into which either member of a pair can hop
i0, j0 = bonds[0]
exits = int(adjacent[i0].sum() + adjacent[j0].sum() - 2)
assert exits == 6

# Count six-membered rings by explicit closed walks without repeated sites
neighbours = [np.flatnonzero(row).tolist() for row in adjacent]


def closed_walks(path):
    if len(path) == 6:
        return int(adjacent[path[-1], path[0]])
    return sum(closed_walks(path + [n]) for n in neighbours[path[-1]]
               if n not in path)


rings_per_site = sum(closed_walks([s]) for s in range(N)) / 12 / N
assert rings_per_site == 2.0

# Bond numbers of all two- and three-vacancy configurations
pairs = np.array(list(itertools.combinations(range(N), 2)))
triples = np.array(list(itertools.combinations(range(N), 3)))
pair_bonds = adjacent[pairs[:, 0], pairs[:, 1]].astype(int)
triple_bonds = (adjacent[triples[:, 0], triples[:, 1]].astype(int)
                + adjacent[triples[:, 0], triples[:, 2]]
                + adjacent[triples[:, 1], triples[:, 2]])
assert triple_bonds.max() == 2


def lattice_sum(z, boltz, Z1=1.0, Z2=1.0):
    """Mean singles, pairs, trimers and all vacancies, each per site.
    z: vacancy activity; Z1, Z2: internal sums of a single and a pair."""
    # entries: statistical weight, singles, pairs, trimers, vacancies
    states = [(1.0, 0, 0, 0, 0)]
    states += [(z * Z1, 1, 0, 0, 1)] * N
    for b in pair_bonds:
        if b:
            states.append((z**2 * boltz * Z2, 0, 1, 0, 2))
        else:
            states.append((z**2 * Z1**2, 2, 0, 0, 2))
    for b in triple_bonds:
        if b == 0:
            states.append((z**3 * Z1**3, 3, 0, 0, 3))
        elif b == 1:
            states.append((z**3 * boltz * Z1 * Z2, 1, 1, 0, 3))
        else:
            states.append((z**3 * boltz**2, 0, 0, 1, 3))
    table = np.array(states)
    return table[:, 0] @ table[:, 1:] / table[:, 0].sum() / N


def singles_from_total(total, boltz):
    """Isolated fraction when singles and pairs share a fixed total."""
    return (np.sqrt(1 + 16 * boltz * total) - 1) / (8 * boltz)


# Relative corrections are about N*c1 = 6e-8, hence the tolerance 1e-6
s1, s2, s3, total = lattice_sum(c1, K)
enumerated_ratio = s2 / s1
assert abs(s1 / c1 - 1) < 1e-6
assert abs(enumerated_ratio / (2 * s1 * K) - 1) < 1e-6
assert abs(s3 / (6 * s1**3 * K**2) - 1) < 1e-6
# The closed form omits trimers, which hold about 5e-5 of the vacancies
assert abs(singles_from_total(total, K) / s1 - 1) < 1e-4
assert abs(ratio - 0.003) < 0.0005

# Internal states: three distortions each, then illustrative charge levels
d1, d2, _, _ = lattice_sum(c1, K, 3.0, 3.0)
distortion_factor = 3.0 / 3.0**2
assert abs(d2 / d1**2 / (2 * K * distortion_factor) - 1) < 1e-6
level_offset = 0.2               # eV, one donor and one acceptor level
Z_charge = 1 + 2 * np.exp(-level_offset / kT)
charge_factor = Z_charge / Z_charge**2
q1, q2, _, _ = lattice_sum(c1, K, Z_charge, Z_charge)
assert abs(q2 / q1**2 / (2 * K * charge_factor) - 1) < 1e-6

# Fixed total vacancy content instead of fixed isolated fraction
c1_fixed_total = singles_from_total(1.0e-9, K)
ratio_fixed_total = 2 * c1_fixed_total * K

# Other clusters and the driving force towards large voids
trimer_ratio = 6 * (c1 * K)**2
ring_ratio = rings_per_site * c1**5 * K**6
second_binding = 0.2             # eV, illustrative
second_ratio = second_per_site * c1 * np.exp(second_binding / kT)
void_supersaturation = c1 * K**2
assert trimer_ratio < 0.01 * ratio
assert ring_ratio < 0.01 * ratio and second_ratio < 0.01 * ratio
assert void_supersaturation > 1

# Concentrations; the lattice parameter is the room-temperature one
a_cm = const.value('lattice parameter of silicon') * 100
site_density = 8 / a_cm**3
expansion = 3 * 4.0e-6 * (temperature - 300)  # rough linear coefficient

# Rough carrier estimate: gap 0.75 eV, both density-of-states masses 1.1 m_e
gap, mass = 0.75, 1.1
band_density = 2 * (2 * np.pi * mass * const.m_e * const.k * temperature
                    / const.h**2)**1.5 * 1e-6
intrinsic = band_density * np.exp(-gap / (2 * kT))
assert c1 * site_density < 1e-3 * intrinsic
assert intrinsic < 0.1 * band_density

# Rough dissociation time: attempt frequency 1e13 per s, barrier 0.4 eV
attempt, migration = 1.0e13, 0.4
lifetime = 1 / (exits * attempt * np.exp(-(binding + migration) / kT))
assert lifetime < 1e-3

print(f"Temperature: {temperature:.0f} K")
print(f"Isolated monovacancy fraction c1: {c1:.1e} per site")
print(f"Binding free energy Gb: {binding:.2f} eV")
print(f"Lattice sites in test cell: {N}")
print(f"Bonds in test cell: {len(bonds)}")
print(f"Bond orientations: {len(axis_counts)}")
print(f"Bonds per site: {bonds_per_site:.1f}")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Gb/kT: {binding / kT:.3f} (dimensionless)")
print(f"K = exp(Gb/kT): {K:.4e} (dimensionless)")
print(f"Divacancy fraction c2: {ratio * c1:.3e} per site")
print(f"Ratio c2/c1, formula: {ratio:.6f}")
print(f"Ratio c2/c1, configuration sum: {enumerated_ratio:.6f}")
print(f"Ratio if 1 placement per site: {ratio / 2:.5f}")
print(f"Ratio if 4 placements per site: {ratio * 2:.5f}")
print(f"Silicon site density: {site_density:.3e} cm^-3")
print(f"Monovacancy density: {c1 * site_density:.3e} cm^-3")
print(f"Divacancy density: {ratio * c1 * site_density:.3e} cm^-3")
print(f"Rough volume expansion from 300 K: {100 * expansion:.1f} %")
print(f"c1 for fixed total 1e-9: {c1_fixed_total:.4e} per site")
print(f"Ratio for fixed total 1e-9: {ratio_fixed_total:.6f}")
print(f"Ratio factor for Gb + 0.1 eV: {np.exp(0.1 / kT):.3f}")
for T in (1250.0, 1350.0):
    value = 2 * c1 * np.exp(binding / (k_ev * T))
    print(f"Ratio at {T:.0f} K, same c1 and Gb: {value:.5f}")
print(f"Factor for threefold distortions: {distortion_factor:.3f}")
print(f"Illustrative charge-level offset: {level_offset:.1f} eV")
print(f"Internal charge sum Z1 = Z2: {Z_charge:.3f}")
print(f"Factor for charge states: {charge_factor:.3f}")
print(f"Trivacancy/monovacancy ratio: {trimer_ratio:.2e}")
print(f"Six-rings per site: {rings_per_site:.1f}")
print(f"Six-ring/monovacancy ratio: {ring_ratio:.2e}")
print(f"Second-neighbour pairs per site: {second_per_site:.1f}")
print(f"Illustrative second-neighbour binding: {second_binding:.1f} eV")
print(f"Second-neighbour pair/monovacancy ratio: {second_ratio:.2e}")
print(f"Void supersaturation c1*K^2: {void_supersaturation:.2e}")
print(f"Rough band gap at 1300 K: {gap:.2f} eV")
print(f"Rough density-of-states mass: {mass:.1f} m_e")
print(f"Rough effective band density: {band_density:.1e} cm^-3")
print(f"Rough intrinsic carrier density: {intrinsic:.1e} cm^-3")
print(f"Rough attempt frequency: {attempt:.0e} s^-1")
print(f"Rough migration barrier: {migration:.1f} eV")
print(f"Exit hops from a divacancy: {exits}")
print(f"Rough dissociation time: {lifetime * 1e6:.1f} microseconds")
print("all assertions hold")
```

Printed output:

```
Temperature: 1300 K
Isolated monovacancy fraction c1: 1.0e-09 per site
Binding free energy Gb: 1.60 eV
Lattice sites in test cell: 64
Bonds in test cell: 128
Bond orientations: 4
Bonds per site: 2.0
Thermal energy kT: 0.11203 eV
Gb/kT: 14.282 (dimensionless)
K = exp(Gb/kT): 1.5952e+06 (dimensionless)
Divacancy fraction c2: 3.190e-12 per site
Ratio c2/c1, formula: 0.003190
Ratio c2/c1, configuration sum: 0.003190
Ratio if 1 placement per site: 0.00160
Ratio if 4 placements per site: 0.00638
Silicon site density: 4.994e+22 cm^-3
Monovacancy density: 4.994e+13 cm^-3
Divacancy density: 1.593e+11 cm^-3
Rough volume expansion from 300 K: 1.2 %
c1 for fixed total 1e-9: 9.9370e-10 per site
Ratio for fixed total 1e-9: 0.003170
Ratio factor for Gb + 0.1 eV: 2.442
Ratio at 1250 K, same c1 and Gb: 0.00565
Ratio at 1350 K, same c1 and Gb: 0.00188
Factor for threefold distortions: 0.333
Illustrative charge-level offset: 0.2 eV
Internal charge sum Z1 = Z2: 1.335
Factor for charge states: 0.749
Trivacancy/monovacancy ratio: 1.53e-05
Six-rings per site: 2.0
Six-ring/monovacancy ratio: 3.29e-08
Second-neighbour pairs per site: 6.0
Illustrative second-neighbour binding: 0.2 eV
Second-neighbour pair/monovacancy ratio: 3.58e-08
Void supersaturation c1*K^2: 2.54e+03
Rough band gap at 1300 K: 0.75 eV
Rough density-of-states mass: 1.1 m_e
Rough effective band density: 2.6e+20 cm^-3
Rough intrinsic carrier density: 9.2e+18 cm^-3
Rough attempt frequency: 1e+13 s^-1
Rough migration barrier: 0.4 eV
Exit hops from a divacancy: 6
Rough dissociation time: 0.9 microseconds
all assertions hold
```
